\section*{Transfer length from two contacts, one twice as long}

\section*{Question}

I have two metal contacts on the same two-dimensional semiconductor. One is 20 nm long with a contact resistance of 500 $\Omega\,\mu$m, the other is 40 nm long with 300 $\Omega\,\mu$m. Both values are per contact, multiplied by the contact width, with the channel and the leads already subtracted. I want the transfer length $L_T$ from
\[
R(L)=R_sL_T\coth\frac{L}{L_T}.
\]
Dividing the two resistances removes the prefactor, but leaves a ratio of two hyperbolic cotangents with $L_T$ inside both. I can solve that numerically, yet I was told that a closed form exists. Where does it come from? And what do my data say physically? If resistance simply went as one over length, the longer contact should have given 250, not 300. How far can I trust a length obtained from two numbers?

\section*{Answer}

The closed form exists because one contact is twice as long as the other: the double-argument identity turns your ratio into an algebraic equation. The 50 $\Omega\,\mu$m by which the longer contact misses your expectation is what carries the information about $L_T$.

\subsection*{What the formula assumes}

Let current enter the sheet under the metal at $x=0$, and let the contact end at $x=L$. Call $I(x)$ the sheet current per unit width, and $V(x)$ the sheet potential relative to the metal, which is taken as an equipotential. With sheet resistance $R_s$ under the metal and specific contact resistivity $\rho_c$, Ohm's law along the sheet and through the interface gives
\begin{equation}
\frac{dV}{dx}=-R_sI,\qquad \frac{dI}{dx}=-\frac{V}{\rho_c}.
\end{equation}
The second sign is negative because current leaving into the metal reduces the sheet current. Differentiating the first equation and inserting the second,
\begin{equation}
\frac{d^2V}{dx^2}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .
\end{equation}
The general solution is $V=A\cosh[(L-x)/L_T]+B\sinh[(L-x)/L_T]$, so that
\begin{equation}
I=-\frac{1}{R_s}\frac{dV}{dx}
=\frac{1}{R_sL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].
\end{equation}
No current passes the far end, $I(L)=0$, hence $B=0$. The ratio $V(0)/I(0)$ is your formula. It requires an ohmic interface, diffusive transport under the metal, and the same $R_s$ and $\rho_c$ in both contacts. $R_s$ may differ from the sheet resistance of the open channel.

\subsection*{The inversion}

Write $u=L/L_T$ for the shorter contact, $t=\tanh u$, and $R_\infty=R_sL_T$ for the resistance of a very long contact. Dividing numerator and denominator by $\cosh^2u$ in the second step,
\begin{equation}
\coth 2u=\frac{\cosh^2u+\sinh^2u}{2\sinh u\cosh u}=\frac{1+t^2}{2t}.
\end{equation}
The two measured resistances are therefore
\begin{equation}
R_1=\frac{R_\infty}{t},\qquad R_2=R_\infty\frac{1+t^2}{2t},
\label{eq:two}
\end{equation}
and their ratio is
\begin{equation}
\frac{R_1}{R_2}=\frac{2}{1+t^2}
\quad\Longrightarrow\quad
t=\sqrt{\frac{2R_2}{R_1}-1}.
\end{equation}
The root is positive because both lengths are. To undo the hyperbolic tangent, write $t=(e^{2u}-1)/(e^{2u}+1)$, which gives $e^{2u}=(1+t)/(1-t)$. Thus
\begin{equation}
L_T=\frac{L}{\operatorname{artanh}t}=\frac{2L}{\ln\dfrac{1+t}{1-t}} .
\label{eq:lt}
\end{equation}
Since $\tanh u$ rises steadily from 0 to 1, there is one solution if $0<t<1$, that is, if $R_1/2<R_2<R_1$, and none otherwise. Data outside this window contradict the model or contain too large an error.

\subsection*{Your numbers}

\begin{align}
t^2&=\frac{2\times300}{500}-1=0.2000,\qquad t=0.44721,\\
u&=\operatorname{artanh}(0.44721)=0.48121,\\
L_T&=\frac{20\ \text{nm}}{0.48121}=41.56\ \text{nm}\approx 42\ \text{nm}.
\end{align}
The other parameters follow from $R_\infty=R_1t$, $R_s=R_\infty/L_T$ and $\rho_c=R_sL_T^2=R_\infty L_T$:
\begin{align}
R_\infty&=500\times0.44721=223.6\ \Omega\,\mu\text{m},\\
R_s&=\frac{223.6\ \Omega\,\mu\text{m}}{0.04156\ \mu\text{m}}=5380\ \Omega\ \text{per square},\\
\rho_c&=223.6\times0.04156=9.293\ \Omega\,\mu\text{m}^2
\approx9.3\times10^{-8}\ \Omega\,\text{cm}^2 .
\end{align}

As a test that does not use the hyperbolic formula, I cut each contact into 2000 cells, joined them as a resistor ladder with these $R_s$ and $\rho_c$, and solved the linear circuit equations. The ladder gave 500.000 and 300.000 $\Omega\,\mu$m. I also built ladders with $R_s=7000\ \Omega$ per square and transfer lengths of 8, 15, 40, 150 and 400 nm. From their resistances at 20 and 40 nm, equation (\ref{eq:lt}) recovered each transfer length to within one part in $10^4$.

If your values had been totals for two identical contacts, $L_T$ would be unchanged, because a common factor cancels in $R_2/R_1$. $R_s$ and $\rho_c$ would both be halved.

\subsection*{What the missing 50 means}

For a contact much shorter than $L_T$, use $\coth u\simeq1/u+u/3$:
\begin{equation}
R(L)\simeq R_sL_T\left(\frac{L_T}{L}+\frac{L}{3L_T}\right)=\frac{\rho_c}{L}+\frac{R_sL}{3}.
\end{equation}
The first term is your one-over-length law: the whole interface conducts uniformly. The second is the cost of moving current along the sheet. From (\ref{eq:two}), without approximation,
\begin{equation}
2R_2-R_1=R_\infty\frac{1+t^2}{t}-\frac{R_\infty}{t}=R_\infty t=R_sL_T\tanh\frac{L}{L_T},
\label{eq:excess}
\end{equation}
which tends to $R_sL$ for short contacts. The combination vanishes for a pure one-over-length law. Yours is 100 $\Omega\,\mu$m, twice the missing 50, and it measures the sheet.

Injection is nevertheless fairly even. In the 40 nm contact $I(x)\propto\sinh[(2L-x)/L_T]$, so the fraction entering through its first half is
\begin{equation}
1-\frac{\sinh u}{\sinh2u}=1-\frac{1}{2\cosh u}=0.55 .
\end{equation}
In the opposite limit, $L\gg L_T$, both resistances approach $R_\infty$. Extra length then brings little, and the pair no longer fixes $L_T$ well.

\subsection*{How errors grow}

Differentiate $t^2=2R_2/R_1-1$ and use $2R_2/R_1=1+t^2$:
\begin{equation}
2t\,dt=(1+t^2)\,(d\ln R_2-d\ln R_1).
\end{equation}
With $du=dt/(1-t^2)$ and, at fixed $L$, $d\ln L_T=-du/u$,
\begin{equation}
d\ln L_T=-\frac{1+t^2}{2tu(1-t^2)}\,(d\ln R_2-d\ln R_1).
\end{equation}
The factor is 3.5 for your data: a small relative error in one resistance appears 3.5 times larger in $L_T$. It diverges as $1/(2u^2)$ for short contacts, and it also diverges for long ones, where $1-t^2\to0$.

For larger errors, use (\ref{eq:lt}) directly. With $R_1$ fixed, lowering $R_2$ by 5\% gives 50.9 nm, and raising it by 5\% gives 35.5 nm. Length matters too. If both contacts are really 1 nm longer than stated, at the same resistances, $L_T$ becomes 46.0 nm; if both are 1 nm shorter, it is 37.7 nm. In those cases the length ratio is no longer two, and the original equation must be solved numerically. A difference between the contacts matters as well. Suppose the shorter contact has the parameters found above, and $R_s$ is the same in both. If $\rho_c$ were 10\% higher in the longer contact, equation (\ref{eq:lt}) would return 32.9 nm instead of 41.6 nm; if it were 10\% lower, 59.4 nm.

\subsection*{The resistance you may not have subtracted}

Suppose a length-independent series term $r$ remains in both data. Replacing each $R$ by $R-r$,
\begin{equation}
t^2=\frac{2(R_2-r)}{R_1-r}-1=\frac{2R_2-R_1-r}{R_1-r},\qquad
\frac{d(t^2)}{dr}=-\frac{2(R_1-R_2)}{(R_1-r)^2}<0 .
\end{equation}
Removing $r$ lowers $t$ and raises $L_T$, so an overlooked series term makes the transfer length look too short. For $r=50\ \Omega\,\mu$m the corrected value is 57.7 nm. As $r$ approaches $2R_2-R_1=100\ \Omega\,\mu$m, $L_T$ grows without limit. Two contacts alone cannot exclude this.

A third contact, 80 nm long, can help. Applying the doubling identity to the 40 nm contact, for which $\coth2u=R_2/R_\infty$,
\begin{equation}
R_3=R_\infty\coth4u=\frac{R_2^2+R_\infty^2}{2R_2},\qquad R_\infty^2=R_1(2R_2-R_1).
\end{equation}
Without a series term this predicts $(90000+50000)/600=233.3\ \Omega\,\mu$m. With $r=50$, the same formula applied to 450 and 250, plus 50 at the end, gives 220.0 $\Omega\,\mu$m. The difference is only 13 $\Omega\,\mu$m. Writing $R_3=R_2/2+R_1-R_1^2/(2R_2)$ shows that
\begin{equation}
\frac{\partial R_3}{\partial R_2}=\frac12+\frac{R_1^2}{2R_2^2}\approx1.9 ,
\end{equation}
so a 1\% error in $R_2$, 3 $\Omega\,\mu$m, already moves the first prediction by about 6 $\Omega\,\mu$m. With independent 1\% errors in all three resistances, the two predictions are only about two standard deviations apart. A clear decision needs errors of about half a per cent.

\subsection*{Beside a real device}

Suppose the semiconductor is monolayer MoS$_2$. To size what the model omits, take rough inputs: $n=2\times10^{13}$ cm$^{-2}$ carriers under the metal, an isotropic mass of 0.5 electron masses, two valleys and 300 K. Then $1/(enR_s)$ gives a mobility of 58 cm$^2$/Vs, plausible for such a layer but not low. The chemical potential is 0.0435 eV above the band edge against $kT=0.026$ eV, so the ballistic resistance needs a thermal average over modes; it is about 30 $\Omega\,\mu$m for a device with two contacts. Dividing by $R_s$ shows that the sheet has this resistance over about 5.5 nm, the backscattering length. That is about a quarter of your shorter contact, so diffusive transport is a reasonable approximation, not a perfect one. If half the ballistic resistance, about 15 $\Omega\,\mu$m, sat in series with each contact, removing it would move $L_T$ to about 45 nm. That overstates the correction, because current enters all along the contact. In a simple model with forward and backward currents that both leak into the metal, the ballistic part adds in quadrature: $R_\infty$ becomes $\sqrt{R_s\rho_c+(R_b/2)^2}$, where $R_b$ is the ballistic resistance. Here this raises 223.6 only to about 224.1 $\Omega\,\mu$m, and the fitted $L_T$ shifts by about 0.2\%, so, if the open channel is the same sheet as the layer under the metal, no ballistic term needs to be subtracted from your data. A different carrier density in the channel could add a resistance at the contact edge that this model leaves out. This is an estimate of size, not a full transport calculation.

The resistance of the metal is also negligible here. A film of roughly 5 $\Omega$ per square, carrying at most the full current over 40 nm, adds no more than $5\times0.04=0.20\ \Omega\,\mu$m. The ohmic assumption limits the measuring current: the front-edge voltage of the shorter contact, $R_1I$, reaches $kT/e$ at 52 $\mu$A/$\mu$m. If the interface is a barrier, stay well below that. Both $R_s$ and $\rho_c$ can change with temperature, so the result belongs to the temperature of the measurement.

For your data I would therefore quote 42 nm within this model, with a one-standard-deviation range of about 33 to 56 nm if each resistance carries an independent standard error of 5\% (31 to 66 nm if both are off by 5\% in opposite directions), provided the lengths are exact and both contacts have the same $R_s$ and $\rho_c$, and with the separate warning that, if a series resistance was left unsubtracted, the true value is larger. The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
short contact: length 20 nm, resistance 500 ohm um
long contact: length 40 nm, resistance 300 ohm um
ratio R1/R2: 1.6667
t squared: 0.2000
t = tanh(L/LT): 0.44721
L/LT: 0.48121
transfer length LT: 41.56 nm
long-contact limit R_inf: 223.6 ohm um
sheet resistance under metal: 5380 ohm per square
contact resistivity: 9.293 ohm um^2
contact resistivity converted: 9.293e-08 ohm cm^2
ladder resistance, 20 nm: 500.000 ohm um
ladder resistance, 40 nm: 300.000 ohm um
current share in first half of long contact: 0.5528
error amplification factor: 3.485
LT if R2 is 5% lower: 50.9 nm
LT if R2 is 5% higher: 35.5 nm
LT if both lengths are 1 nm longer: 46.0 nm
LT if both lengths are 1 nm shorter: 37.7 nm
upper bound on series term: 100 ohm um
trial series term: 50 ohm um
LT with trial series term: 57.7 nm
predicted R at 80 nm, no series term: 233.3 ohm um
predicted R at 80 nm, trial series term: 220.0 ohm um
rough carrier density: 2.0e+13 cm^-2
rough mass: 0.5 electron masses; valleys: 2
temperature: 300 K
chemical potential above band edge: 0.0435 eV
thermal energy kT: 0.0259 eV
implied mobility under metal: 58.0 cm2/Vs
backscattering length: 5.49 nm
ballistic resistance, both contacts: 29.6 ohm um
ballistic share per contact: 14.8 ohm um
LT after removing ballistic share: 44.8 nm
rough metal sheet resistance: 5 ohm per square
bound on metal resistance, long contact: 0.20 ohm um
current where short-contact drop equals kT/e: 51.7 uA/um
\end{verbatim}
